Wavefront error from a parabolic carbon film on an EUV mirror

**Problem**

A mirror in the pupil plane of an extreme-ultraviolet projection system has collected carbon. In terms of the normalized pupil radius ρ, the film thickness is

t(ρ) = Tρ², 0 ≤ ρ ≤ 1, T = 5 nm.

At the wavelength λ = 13.5 nm (photon energy 91.84 eV) the carbon has refractive index n = 1 − δ with δ = 0.038. Light arrives at normal incidence and fills the pupil uniformly.

(a) Treat the light as rays and ignore reflection at the film surface. Find the rms wavefront error after the mean (piston) is removed.

(b) Which aberration is this, how much of it survives refocusing at numerical aperture NA = 0.33, and what does it do to the peak of a point image?

(c) A mirror produces a standing wave, and the film is thinner than one fringe. Find the correction to the ray result to first order in δ, and judge whether the answer to (a) can be trusted on a multilayer mirror.

The algebra uses atomic units, with k = ω/c = 2π/λ. Numbers for the mirror are in nm. The time factor is e^(−iωt), so a wave gains phase +ks over a vacuum path s. The wavefront error W is the phase relative to a clean mirror, divided by k; negative W is a phase advance.

**Hints**

1. The film lies on top of the mirror. Count how often the light crosses it, and subtract the vacuum path that the film replaces.

2. With u = ρ², equal steps in u enclose equal areas of the pupil.

3. Moving the image plane by Δ adds a path Δ√(1 − NA²ρ²).

4. For (c), let r(t) be the reflection coefficient at the top of a film of thickness t. The ratio E′/E is continuous there. Find how it changes as the film grows.

**Solution of (a): the ray model**

Compare both cases at a plane a height t above the mirror. On the clean mirror the light travels down and up through vacuum, a path 2t. With the film, the optical path is 2nt. Hence

W = 2nt − 2t = −2δt.

At the edge W = −2 × 0.038 × 5 nm = −0.380 nm. The carbon advances the phase because n is less than one.

The area element of the unit disc, divided by its area π, is ρ dρ dφ/π. Integrating over φ gives 2ρ dρ = du, so u is uniformly distributed between 0 and 1:

⟨u⟩ = ∫₀¹ u du = 1/2, ⟨u²⟩ = ∫₀¹ u² du = 1/3,

⟨u²⟩ − ⟨u⟩² = 1/3 − 1/4 = 1/12.

Since W = −2δTu, the rms after piston removal is

σ = 2δT/√12 = δT/√3 = 0.380 nm/3.464 = 0.110 nm,

or 1.10 Å. The factor 2 belongs to reflection: the same film crossed once, on a transmitting element, would give 0.055 nm.

**Solution of (b): defocus**

Subtracting the mean gives

W − ⟨W⟩ = −2δT(ρ² − 1/2) = −δT(2ρ² − 1).

This is the defocus shape. For small NA the refocusing path is

Δ√(1 − NA²ρ²) ≈ Δ(1 − NA²ρ²/2),

whose ρ² part can cancel the film's. The size of the shift follows from |Δ|NA²/2 = 2δT:

|Δ| ≈ 2 × 0.380 nm/0.33² ≈ 7 nm.

The square root also contains ρ⁴ and higher terms, so the cancellation is incomplete. A least-squares fit of piston and the full square root leaves 0.0008 nm rms, less than 1% of the original error. In the ray model this contamination is therefore almost entirely a focus shift.

Without refocusing, the image peak relative to that of a perfect wavefront is S = |⟨e^(ikW)⟩|². Write w = W − ⟨W⟩; the removed mean changes only an overall phase. For small kw,

⟨e^(ikw)⟩ ≈ 1 + ik⟨w⟩ − k²⟨w²⟩/2 = 1 − k²σ²/2,

because ⟨w⟩ = 0. Squaring and keeping the second order gives

S ≈ 1 − (kσ)².

Here σ/λ = 0.00813, so kσ = 2π × 0.00813 = 0.0511 and S ≈ 0.9974. The direct pupil integral gives the same value to this precision. This counts the phase only. With the absorption index β = 0.007 used later, the peak relative to a clean mirror falls to about 0.97 in the ray model and 0.94 on the model multilayer.

**Solution of (c): the standing wave**

Let z be the height above the mirror. Above the film the field is a downward wave plus an upward wave. If r is their amplitude ratio at the film's top surface, then there

q ≡ E′/E = −ik(1 − r)/(1 + r).

Inside the film E″ = −k²n²E, so

q′ = E″/E − (E′/E)² = −k²n² − q².

The mirror fixes q at the bottom of the film, and this equation carries it upward without reference to what lies above. It therefore also describes how q at the top changes as t grows. To convert to r, differentiate:

dq/dr = −ik × [−2/(1 + r)²] = 2ik/(1 + r)².

Since q² = −k²(1 − r)²/(1 + r)²,

dr/dt = (1 + r)²(−k²n² − q²)/(2ik)
= (k/2i)[(1 − r)² − n²(1 + r)²].

Writing n² = 1 + (n² − 1) and using (1 − r)² − (1 + r)² = −4r gives

dr/dt = 2ikr + (ik/2)(n² − 1)(1 + r)².

The first term is the phase gained by raising the reference plane through vacuum. Remove it with r = s e^(2ikt):

d ln s/dt = (ik/2)(n² − 1)(1 + r)²/r.

Now n² − 1 = −2δ + δ² ≈ −2δ, so

d ln s/dt ≈ −ikδ(1/r + 2 + r).

The right side already contains δ. To first order, r may therefore be replaced by its clean-mirror value r₀e^(2ikt), with r₀ = |r₀|e^(iψ). The phase of s is the imaginary part of ln s, and

Re(r + 1/r) = (|r₀| + 1/|r₀|) cos(2kt + ψ).

Define g = (|r₀| + 1/|r₀|)/2. The phase then changes at the rate

d(kW)/dt = −2kδ[1 + g cos(2kt + ψ)].

Integrating from zero thickness and dividing by k gives

W = −2δt − (gδ/k)[sin(2kt + ψ) − sin ψ].

The first term is the ray result; the second is the standing-wave correction. For a perfect reflector, |r₀| = 1 and g = 1. The bracket in the rate is then half the local intensity relative to the incident wave, so carbon at a bright fringe shifts the phase strongly and carbon at a node hardly at all.

Two limits show when the ray result applies. The sine bracket cannot exceed 2 in size, so the correction relative to 2δt is at most g/(kt). It becomes small when kt is large. The first-order form itself needs a small accumulated phase 2kδt, but the ray value stays a good relative estimate beyond that while the mirror's reflection dominates: on the model mirror below, a 200 nm film, with 2kδt ≈ 7, has a path within 1 to 1.5% of −2δt. In the opposite limit, kt ≪ 1, the sine difference is approximately 2kt cos ψ, and

W ≈ −2δt(1 + g cos ψ).

A very thin parabolic film thus still gives a parabola, but its rms is the ray value times |1 + g cos ψ|. Making the film thinner does not restore the ray result unless cos ψ happens to be close to zero.

**Numbers for a multilayer**

Take a model mirror with 40 Mo/Si pairs on a silicon substrate, a molybdenum fraction of 0.40 and a 2.5 nm ruthenium cap lying on the top silicon layer, so that the order from the surface is Ru, Si, Mo, Si, Mo and so on. Rough optical constants are 0.923 + 0.0064i for Mo, 0.999 + 0.0018i for Si and 0.886 + 0.017i for Ru. The period is held fixed at 6.900 nm, within 0.002 nm of the value that maximizes the clean reflectance. That maximum is flat, but ψ is not: a change of 0.005 nm in the period moves ψ by about 1.6° and the rms before refocusing by about 0.0015 nm.

The full reflection coefficient is built layer by layer. At an interface from index nₐ to n_b, continuity of E and E′ gives the amplitude f = (nₐ − n_b)/(nₐ + n_b). Let R be the reflection from everything below, including the round-trip factor e^(2ik n_b d) of the layer of thickness d. The two transmissions through the interface multiply to (1 + f)(1 − f) = 1 − f², and each internal reflection at it contributes −f. Summing all round trips,

f + (1 − f²)R[1 − fR + (fR)² − …] = (f + R)/(1 + fR).

Repeating this from the substrate upward gives a clean reflectance |r₀|² = 0.742, ψ = −59.4° and g = 1.011. At the film edge,

2kT = 360° × 5/6.75 = 266.7°,

sin(2kT + ψ) − sin ψ = sin 207.3° − sin(−59.4°) = −0.459 + 0.861 = 0.402.

With k = 0.4654 nm⁻¹, gδ/k = 0.0826 nm, so

W(T) ≈ −0.380 nm − 0.0826 nm × 0.402 = −0.413 nm,

against −0.431 nm from the full layer calculation for lossless carbon.

The standing wave changes the edge path only moderately, but it changes the shape of the profile strongly. At t = 2.5 nm the sine difference is sin 73.9° + 0.861 = 1.82. This gives W ≈ −0.190 − 0.150 = −0.340 nm, most of the edge value at half the edge thickness. The film begins in a bright part of the fringe and later grows into a dark part, so the phase changes quickly at first and then levels off.

The first-order formula gives 0.134 nm rms. The full layer calculation gives 0.140 nm for lossless carbon, so the formula is about 5% low. As a test of its order, the largest error over the pupil was compared at one tenth and one fifth of the stated δ. Doubling δ multiplied the error by 4.02, as expected for a second-order remainder.

Adding a rough carbon absorption index β = 0.007, so that n = 1 − δ + iβ, gives 0.139 nm. This is 27% above the ray value. After refocusing, 0.042 nm remains: the standing wave has turned part of the error into something that focus cannot remove.

The result depends on ψ. A vacuum gap h under the film would change ψ to ψ + 2kh. This is a mathematical way to move the fringe, not a proposed coating. Sweeping h over half a wavelength with lossless carbon gives rms values from 0.050 to 0.174 nm. If the path is averaged over the sweep before its rms is taken, the result is 0.110 nm. This supports the reading of (a) as a fringe-averaged result; it is not a dependable value for one particular coating. Ordinary changes move ψ as well. With absorbing carbon, a cap of 2.0 or 3.0 nm (period retuned) gives 0.156 or 0.119 nm, a wavelength 1% below or above 13.5 nm (indices and period fixed) gives 0.115 or 0.162 nm, and placing the cap on molybdenum instead of silicon gives 0.050 nm.

**Relation to a real mirror**

The wavelength, materials and cap are those of EUV lithography, but the model has smooth, sharp interfaces. Real reflectances are roughly 0.65 to 0.70, below the model's 0.742. The parabola is an idealization: carbon growth depends on the local light dose and on the gases present, so its map need not be circular or vanish at the centre. Among the effects sized here, the fringe position has the largest range, 0.050 to 0.174 nm. Absorption matters more for throughput than for phase. The ray model loses 1 − e^(−4kβT) = 6.3% of the intensity at the edge, while the coated multilayer loses 9.0% of its reflectance there. The second figure is not absorption alone: because |r₀| < 1, the equation for d ln s/dt has a real part even for lossless carbon, so interference also changes the reflectance; lossless carbon alone lowers it by 1.7% at the edge. Weighting the ray wavefront by its transmitted intensity leaves σ at 0.110 nm. Roughness, mixed film composition and contamination of the other mirrors are left out.

**Variation 1: less dense carbon**

Keep the thickness map but reduce the density from a rough 2.2 g/cm³ to 1.5 g/cm³. What is the ray rms?

In atomic units a free electron in a field E obeys −ω²x = −E, so x = E/ω² and its dipole is −E/ω². With N atoms per volume and f effective electrons per atom, the polarization is P = −NfE/ω², and

n² = 1 + 4πP/E = 1 − 4πNf/ω², δ ≈ 2πNf/ω².

At the higher density, δ = 0.038 corresponds to f = 4.2 in this linear form (4.1 from the expression for n²), close to carbon's four valence electrons. If f is unchanged, δ scales with density to first order:

σ = 0.1097 nm × 1.5/2.2 = 0.075 nm (0.074 nm if 1 − n² is scaled instead of δ).

Thickness alone does not fix the wavefront error; in the ray model, at fixed f, the mass per area does.

**Variation 2: oblique incidence**

Let all rays arrive at θ = 15° instead of normal incidence, with the same film map. What is the ray rms?

Inside the film the angle is θ′, with sin θ = n sin θ′. The ray travels an optical path 2nt/cos θ′ and leaves displaced sideways by 2t tan θ′. Referring it to a common outgoing wavefront subtracts 2t tan θ′ sin θ:

2nt/cos θ′ − 2nt sin²θ′/cos θ′ = 2nt cos θ′.

The clean mirror gives 2t cos θ in the same way. Therefore

W = 2t(n cos θ′ − cos θ).

Since n cos θ′ = √(n² − sin²θ) ≈ √(cos²θ − 2δ) ≈ cos θ − δ/cos θ,

W ≈ −2δt/cos θ.

To first order in δ, this is −δ times the straight path 2t/cos θ through the film. Bending lengthens the path by 2tδ sin²θ/cos³θ, but the extra sideways shift subtracts the same amount. The traced ray gives σ = 0.114 nm, about 4% above normal incidence. This change is much smaller than the standing-wave correction found for the model multilayer.

Values computed for the example and the checks

```
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Edge carbon thickness: 5.0 nm
Carbon index decrement: 0.038 (no unit)
Carbon absorption index, rough: 0.007 (no unit)
Ray path at edge: -0.380 nm
Ray rms, formula: 0.1097 nm
Ray rms, formula: 1.097 angstrom
Ray rms, two-dimensional pupil: 0.1097 nm
Single-pass rms: 0.0548 nm
Ray rms / wavelength: 0.00813 (no unit)
Strehl, pupil integral: 0.997396 (no unit)
Strehl, small-error law: 0.997393 (no unit)
Numerical aperture: 0.33 (no unit)
Ray rms after refocus: 0.00082 nm
Oblique angle: 15.0 degree
Oblique ray rms: 0.1137 nm
Carbon density, rough: 2.2 g/cm3
Effective electrons per carbon: 4.21 (no unit)
Lower carbon density, rough: 1.5 g/cm3
Ray rms at lower density: 0.0748 nm
Mo index, rough: 0.923 + 0.0064i
Si index, rough: 0.999 + 0.0018i
Ru index, rough: 0.886 + 0.0170i
Mo/Si pairs: 40 (count)
Mo fraction of period: 0.40 (no unit)
Ru cap thickness: 2.5 nm
Best multilayer period: 6.900 nm
Clean mirror reflectance: 0.7423 (no unit)
Clean reflection phase: -59.4 degree
Surface intensity / incident: 2.620 (no unit)
Standing-wave factor g: 1.0111 (no unit)
Fringe period in vacuum: 6.75 nm
First-order error ratio, doubled delta: 4.017
Multilayer rms, first order: 0.1339 nm
Multilayer rms, lossless carbon: 0.1404 nm
Multilayer rms, absorbing carbon: 0.1388 nm
Multilayer rms / ray rms: 1.265 (no unit)
Multilayer path at edge: -0.4262 nm
Multilayer rms after refocus: 0.0422 nm
Smallest rms over fringe: 0.0500 nm
Largest rms over fringe: 0.1737 nm
Rms of fringe-averaged path: 0.1104 nm
Edge intensity loss, ray: 6.31 percent
Edge reflectance loss, multilayer: 9.01 percent
Ray rms with absorption weight: 0.1097 nm
```
